\section*{Time reversal and Kramers degeneracy for a Dirac electron, part 2}

Why do the levels of a one-electron Nb$^{40+}$ ion stay paired among point charges that leave no spatial symmetry? Hartree atomic units are used: $\hbar=m_e=e=1$, electron charge $-1$, $c=137.035999$. For real $V$ and $\mathbf A$,
\begin{equation}
H[\mathbf A]=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2+V(\mathbf r),\qquad \mathbf p=-i\nabla ,
\end{equation}
and $H=H[0]$. In the Dirac representation $\alpha_k$ has off-diagonal blocks $\sigma_k$, $\beta=\mathrm{diag}(1,-1)$ and $\Sigma_k=\mathrm{diag}(\sigma_k,\sigma_k)$.

Time reversal is $T=UK$, with $K$ complex conjugation, $U=-i\Sigma_y=\mathrm{diag}(u,u)$, $u=-i\sigma_y$ and $u\sigma_k^*u^{-1}=-\sigma_k$. Up to a phase, $U$ is the only unitary solution of
\begin{equation}
U\alpha_k^*U^{-1}=-\alpha_k,\qquad U\beta^*U^{-1}=\beta .
\label{cond}
\end{equation}
Then $TH=HT$ and $T^2=UU^*=-1$. A unitary change of representation $W$ gives $U'=WUW^{\mathsf T}$, with $U'U'^*=-1$. $T$ reverses spin and current and obeys
\begin{equation}
\langle T\varphi|T\psi\rangle=\int (U\varphi^*)^\dagger U\psi^*\,d^3r=\int\sum_j\varphi_j\psi_j^*\,d^3r=\langle\psi|\varphi\rangle .
\label{anti}
\end{equation}

Part (e) deduced from these properties that $\psi$ and $T\psi$ are orthogonal eigenstates of equal energy, and that every eigenvalue of finite multiplicity has even multiplicity.

Part (f) asks for the splitting of the Coulomb ground state, $V=-Z/r$, in a magnetic field $\mathbf B$. The term $H_B=c\,\boldsymbol\alpha\cdot\mathbf A$ is odd under $T$, so $TH[\mathbf A]T^{-1}=H[-\mathbf A]$ and the doublet matrix is traceless, with first-order shifts $\pm\lambda B$. With $\Delta E=g\mu_BB$ and $\mu_B=\tfrac12$, $g=4\lambda$. The unnormalized ground state is
\begin{equation}
\psi=\begin{pmatrix}f\chi\\ i\eta f\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi\end{pmatrix},\qquad f=r^{\gamma-1}e^{-Zr},
\end{equation}
with $\chi$ any constant normalized two-spinor, $\eta=c(1-\gamma)/Z$, $c\eta(1+\gamma)=Z$, $\gamma^2=1-Z^2/c^2$ and $E=\gamma c^2$. For $\gamma>\tfrac12$ no boundary condition at the charge is needed. The splitting is now calculated.

Take $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ and $\mathbf s=\chi^\dagger\boldsymbol\sigma\chi$. Since $\mathbf A\cdot\hat{\mathbf r}=0$, $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\hat{\mathbf r})=i\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r})$. The upper--lower term and its conjugate are equal, and
\begin{equation}
\psi^\dagger\boldsymbol\alpha\cdot\mathbf A\,\psi=2\,(i\eta)(i)f^2\,\mathbf s\cdot(\mathbf A\times\hat{\mathbf r})
=\eta f^2r\;\mathbf s\cdot[\mathbf B-\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf B)],
\end{equation}
where $(\mathbf B\times\hat{\mathbf r})\times\hat{\mathbf r}=\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf B)-\mathbf B$ was used. The angular average of $\hat r_a\hat r_b$ is $\delta_{ab}/3$, so the bracket averages to $\tfrac23\mathbf B$. The density is $(1+\eta^2)f^2$, and
\begin{equation}
\frac{\int r^{2\gamma+1}e^{-2Zr}dr}{\int r^{2\gamma}e^{-2Zr}dr}=\frac{\Gamma(2\gamma+2)}{2Z\,\Gamma(2\gamma+1)}=\frac{2\gamma+1}{2Z}.
\end{equation}
From $\eta^2=(1-\gamma)^2/(1-\gamma^2)=(1-\gamma)/(1+\gamma)$ follows $1+\eta^2=2/(1+\gamma)$, and with $c\eta(1+\gamma)=Z$ this gives $c\eta/(1+\eta^2)=Z/2$. Collecting the factors,
\begin{equation}
\langle H_B\rangle=\frac Z2\cdot\frac23\cdot\frac{2\gamma+1}{2Z}\,\mathbf s\cdot\mathbf B=\frac{2\gamma+1}{6}\,\chi^\dagger\boldsymbol\sigma\cdot\mathbf B\,\chi .
\end{equation}
This holds for every $\chi$, and a Hermitian matrix is fixed by its expectation values, so the doublet matrix is $\lambda\,\boldsymbol\sigma\cdot\mathbf B$ with $\lambda=(2\gamma+1)/6$ and
\begin{equation}
g_{1s}=\tfrac23(1+2\gamma).
\label{g}
\end{equation}
For $Z/c\to0$, $\gamma\to1$ and $g\to2$, the Dirac value for a free electron.

\section*{(g) Crystals and several electrons}

\emph{Problem.} Where is the partner of a Bloch state? What changes for $N$ electrons?

\emph{Solution.} For periodic $V$ the states are $\psi=e^{i\mathbf k\cdot\mathbf r}w(\mathbf r)$ with $w$ periodic. Then $T\psi=e^{-i\mathbf k\cdot\mathbf r}\,Uw^*$, a Bloch state at $-\mathbf k$ with the same energy. The set of band energies at $\mathbf k$ equals the set at $-\mathbf k$. A doublet at the same $\mathbf k$ follows if $-\mathbf k=\mathbf k-\mathbf G$ for a reciprocal vector $\mathbf G$, because $T$ then acts within one $\mathbf k$ sector, which has discrete levels, and part (e) applies to it. It also follows if $V(-\mathbf r)=V(\mathbf r)$. The operator $P\psi(\mathbf r)=\beta\psi(-\mathbf r)$ then commutes with $H$, since $\beta$ and the inversion each reverse $\boldsymbol\alpha\cdot\mathbf p$. It commutes with $T$ because $\beta$ is real and commutes with $\Sigma_y$, and $P^2=1$. So $PT$ is antiunitary, $(PT)^2=P^2T^2=-1$, and it returns $\mathbf k$ to $\mathbf k$. Without inversion, bands at a general $\mathbf k$ may be non-degenerate. Such a splitting is consistent with the theorem, because the partner of each state lies at $-\mathbf k$.

For $N$ electrons $T_N=(U\otimes\dots\otimes U)K$ and $T_N^2=(UU^*)^{\otimes N}=(-1)^N$. The proof of part (e) needs the sign $-1$ and so holds for odd $N$ only, given an interaction that commutes with $T_N$. For $N=2$ the antisymmetric state $\Phi=\psi\otimes T\psi-T\psi\otimes\psi$ obeys
\begin{equation}
T_2\Phi=T\psi\otimes(-\psi)-(-\psi)\otimes T\psi=\Phi .
\end{equation}
A filled doublet is its own partner.

\section*{(h) The theorem in a finite basis}

\emph{Problem.} Use real functions $\chi_\mu(\mathbf r)$ and the kinetically balanced expansion with upper functions $\chi_\mu s$ and lower functions $\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu s/(2c)$, where $s$ is a spin-up or spin-down unit spinor. Give the matrices and show that pairing is exact in this basis.

\emph{Solution.} Measure energy from $c^2$, so that $\beta c^2$ becomes $0$ in the upper block and $-2c^2$ in the lower. Let $S$, $t$ and $v$ be the real matrices of $1$, $p^2/2$ and $V$ over the $\chi_\mu$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the lower overlap is $2t/(4c^2)=t/(2c^2)$, the coupling block is $c\cdot2t/(2c)=t$, and the mass term gives $-2c^2\cdot t/(2c^2)=-t$. The eigenvalue problem is
\begin{equation}
\begin{pmatrix}v&t\\ t&\dfrac{w}{4c^2}-t\end{pmatrix}\mathbf x=(E-c^2)\begin{pmatrix}S&0\\0&\dfrac{t}{2c^2}\end{pmatrix}\mathbf x,\qquad
w_{\mu\nu}=\sum_{ab}\sigma_a\sigma_b\int\partial_a\chi_\mu\,V\,\partial_b\chi_\nu\,d^3r ,
\end{equation}
where $(-i)^*(-i)=1$ removes the factors of $i$ in $w$. The operator $\boldsymbol\sigma\cdot\mathbf p$ commutes with $uK$, because $\boldsymbol\sigma$ and $\mathbf p$ both change sign. So $T$ passes through it, maps the basis onto itself, and acts on the coefficients as $(-i\Sigma_y\otimes1)K$. The spin-free real blocks are invariant. In $w$ the integrals are real and $u(\sigma_a\sigma_b)^*u^{-1}=(-\sigma_a)(-\sigma_b)$. Part (e) holds for the matrix problem, however incomplete the basis.

\section*{(i) Nb$^{40+}$ in numbers}

\emph{Problem.} Interpret the results for $Z=41$ with a point nucleus and Gaussians of exponents $3.0\times2.0^{\,i}$ bohr$^{-2}$ (24 $s$, 24 $p$, 14 $d$ shells).

\emph{Solution.} The count is $24+3\cdot24+5\cdot14=166$ real functions and dimension $4\cdot166=664$. All energies below are $E-c^2$. With $Z/c=0.299191$, $\gamma=\sqrt{1-0.299191^2}=0.954193$, well above $\tfrac12$. Part (f) gives $c^2(\gamma-1)=18778.87\times(-0.045807)=-860.20\,E_h$; unrounded it is $-860.20158$, against $-860.20030$ in the basis. For $n=2$ the basis is compared with the Dirac--Coulomb level formula
\begin{equation}
E-c^2=c^2\Big[\Big(1+\frac{(Z/c)^2}{(n-|\kappa|+\sqrt{\kappa^2-(Z/c)^2}\,)^2}\Big)^{-1/2}-1\Big],\qquad|\kappa|=j+\tfrac12,
\end{equation}
which serves here only as a gauge of basis quality and reduces to $c^2(\gamma-1)$ for $n=|\kappa|=1$. It gives $-216.29605$ for $2s_{1/2},2p_{1/2}$ (basis $-216.29595$) and $-211.31393$ for $2p_{3/2}$ (basis $-211.31392$). Equation \eqref{g} gives $\tfrac23(1+2\times0.954193)=1.93892$, and the basis gives $1.93892$.

Three charges $-2$ are now placed at the chosen points $(3.6,0,0.5)$, $(2.0,3.2,-0.6)$ and $(-1.1,0.9,3.7)$ bohr, at distances $3.6346$, $3.8210$ and $3.9636$ bohr. A symmetry operation must fix the nucleus and, as the distances differ, each charge. The triple product of the three vectors is $47.228$ bohr$^3$, not zero, so only the identity fixes all three. The digits below are those of the matrix eigenvalues, kept to show the splittings; as absolute energies they carry the basis errors found for the free ion, about $10^{-3}\,E_h$ for $1s$, $10^{-4}\,E_h$ for $2s_{1/2},2p_{1/2}$ and $10^{-5}\,E_h$ for $2p_{3/2}$. The five lowest bound doublets are
\begin{center}
\begin{tabular}{ccc}
origin & $E-c^2$ ($E_h$) & $g_z$\\
$1s_{1/2}$ & $-858.622010$ & $1.9389$\\
$2s_{1/2},2p_{1/2}$ & $-214.728384$ & $0.8335$\\
$2s_{1/2},2p_{1/2}$ & $-214.706984$ & $0.8456$\\
$2p_{3/2}$ & $-209.735744$ & $0.7461$\\
$2p_{3/2}$ & $-209.735464$ & $2.1548$
\end{tabular}
\end{center}
Most of the change is a constant, the repulsion at the nucleus: $2/3.6346+2/3.8210+2/3.9636\approx1.5783\,E_h$ ($1.57829$ with unrounded distances), and $-860.20030+1.57829=-858.62201$ reproduces the first row. Each quartet splits into two doublets. The lower one splits by $2.1400\times10^{-2}\,E_h=0.582$ eV (the last digit is basis-dependent; the converged value is $2.1399\times10^{-2}\,E_h$). Its $s$ and $p$ states have opposite parity and are mixed in first order by the field of $0.2633$ a.u.; the dipole implied is $0.0214/(2\times0.2633)=0.041$ bohr, of the order of the orbit size $n^2/Z\approx0.1$ bohr. This strong mixing belongs to the model, in which $2s_{1/2}$ and $2p_{1/2}$ of the free ion are degenerate. In a real Nb$^{40+}$ ion radiative corrections separate them by roughly $0.1\,E_h$, about ten times the coupling of $0.0107\,E_h$, so they would mix only weakly and the splitting of $0.582$ eV is not a prediction for the real ion. The pairing does not depend on this. The $2p_{3/2}$ states share one parity, have no first-order dipole coupling among themselves, and split by only $2.7988\times10^{-4}\,E_h=7.6$ meV. The values of $g_z$ for a field along $z$ depend on the orbital mixture in each doublet; what part (f) fixes is that the two shifts are opposite. For the lower quartet, first-order mixing makes both doublets half $s$ and half $p$ and gives them the same $g_z\approx0.84$. The remaining difference in the table is not converged, and even its sign is wrong: the finite basis separates $2s_{1/2}$ from $2p_{1/2}$ by $2.1\times10^{-4}\,E_h$, which moves the two values by about $0.010$ in opposite directions. With the exact degeneracy restored they are $0.844$ for the lower doublet and $0.835$ for the upper.

For these five doublets the printed gap within a pair is exactly zero: the two eigenvalues were returned as the same floating-point number. That is not a higher accuracy than elsewhere in the spectrum. The meaningful statement is that the largest gap of any pair, $1.9\times10^{-9}\,E_h$, lies below the tolerance allowed for rounding, chosen as $10^3$ times the machine epsilon times $\|H\|$, or $5.7\times10^{-7}\,E_h$, which in turn is about 500 times smaller than the physical gap $2.8\times10^{-4}\,E_h$.

A field $B=0.001$ a.u. ($235.1$ T) along $z$ breaks the pairing. The estimate is $gB/2=1.93892\times0.001/2=9.6946\times10^{-4}\,E_h$. Full diagonalization with the charges present gives $9.69462\times10^{-4}\,E_h$, equal to the first-order value and to the free-ion value in all six digits, so the compact $1s$ state is hardly deformed by the charges.

Part (g) is tested on a cubic model with $a=3.0$ bohr, 125 plane waves and $V=2.0\,E_h\sum_{\mathbf G}\cos(\mathbf G\cdot\mathbf r+\varphi_{\mathbf G})$. With $\mathbf G$ in units of $2\pi/a$, the phases in radians are $0$ for $(100),(010),(001)$ and $0.7$, $1.9$, $-1.1$ for $(110),(011),(101)$. An inversion centre $\mathbf r_0$ would need every $\mathbf G\cdot\mathbf r_0+\varphi_{\mathbf G}$ to be a multiple of $\pi$. The conditions for $(100)$ and $(010)$ add up to make $\mathbf G_{110}\cdot\mathbf r_0$ such a multiple, and $0.7$ is not one, so no centre exists. At $\mathbf k=0$ the lowest positive-energy level is at $-2.614827\,E_h$ and all levels are paired to $1\times10^{-10}\,E_h$. At $\mathbf k=(0.13,0.27,0.41)\,2\pi/a$ the two lowest levels are $-2.48944143$ and $-2.48943812\,E_h$, a spin--orbit gap of $3.308\times10^{-6}\,E_h$, while the spectra at $\mathbf k$ and $-\mathbf k$ agree to $9\times10^{-11}\,E_h$. These digits are eigenvalues of the 125-plane-wave matrix and are not converged: enlarging the basis lowers the level at $\mathbf k=0$ by about $3\times10^{-3}\,E_h$, the two levels at the general $\mathbf k$ by about $8\times10^{-3}\,E_h$, and the gap between them by about 6\%, to $3.1\times10^{-6}\,E_h$. The pairing at $\mathbf k=0$ and the equality of the spectra at $\pm\mathbf k$ hold for any set of plane waves closed under $\mathbf G\to-\mathbf G$.

\section*{What the numerical check tests}

The numerical check does not assume $U$. It solves the linear equations \eqref{cond} as a null-space problem, finds the space one-dimensional and the solution proportional to $-i\Sigma_y$, and repeats this in a random representation, where it recovers $WUW^{\mathsf T}$ and $U'U'^*=-1$. It checks the phase independence symbolically, and \eqref{anti}, the signs of spin and current and the two-electron invariance on random spinors. The Hamiltonians of parts (h) and (i) are built from their definitions, with the overlap and the $xy$ component of the nuclear integrals in $w$ compared against quadrature, and diagonalized with no use of $T$. The program then tests that $T\psi$ is an eigenvector orthogonal to $\psi$ and equal up to a phase to the solver's second vector, that $e^{-iHt}T=Te^{+iHt}$ on a random state, that the magnetic doublet matrices are traceless, that $TH[\mathbf A]T^{-1}=H[-\mathbf A]$, and that $T$ carries the Bloch Hamiltonian at $\mathbf k$ into the one at $-\mathbf k$.

\section*{Calculated quantities}
\begin{verbatim}
c = 137.035999 a.u.; Z = 41; Z/c = 0.299191; c*sqrt(3)/2 = 118.68
1 Eh = 27.2114 eV
basis: exponents 3.0*2.0^i bohr^-2, 24 s, 24 p, 14 d; nao = 166; dim = 664
bare 1s1/2: basis mean -860.20030 Eh, formula -860.20158 Eh
bare 2s1/2,2p1/2: basis mean -216.29595 Eh, formula -216.29605 Eh
bare 2p3/2: basis mean -211.31392 Eh, formula -211.31393 Eh
gamma = 0.954193; g(1s): basis 1.93892, formula 1.93892
charge -2 at (3.6, 0.0, 0.5) bohr, distance 3.6346 bohr
charge -2 at (2.0, 3.2, -0.6) bohr, distance 3.8210 bohr
charge -2 at (-1.1, 0.9, 3.7) bohr, distance 3.9636 bohr
triple product = 47.228 bohr^3; |field at nucleus| = 0.2633 a.u.
potential energy shift at nucleus = 1.57829 Eh
||H|| = 2.57e+06 Eh; tolerance = 5.7e-07 Eh; largest pair splitting = 1.9e-09 Eh
doublet 1: E = -858.622010 Eh, pair gap 0e+00 Eh, g_z = 1.9389
doublet 2: E = -214.728384 Eh, pair gap 0e+00 Eh, g_z = 0.8335
doublet 3: E = -214.706984 Eh, pair gap 0e+00 Eh, g_z = 0.8456
doublet 4: E = -209.735744 Eh, pair gap 0e+00 Eh, g_z = 0.7461
doublet 5: E = -209.735464 Eh, pair gap 0e+00 Eh, g_z = 2.1548
gap inside 2s1/2,2p1/2 quartet = 2.1400e-02 Eh; inside 2p3/2 quartet = 2.7988e-04 Eh
B = 0.001 a.u. = 235.1 T along z
1s splitting: full 9.69462e-04 Eh, first order 9.69462e-04 Eh, g*B/2 bare 9.69462e-04 Eh
lattice a = 3.0 bohr, amplitude 2.0 Eh, 125 plane waves (G = -2..2)
G (2pi/a) and phases (rad): {(1, 0, 0): 0.0, (0, 1, 0): 0.0, (0, 0, 1): 0.0, (1, 1, 0): 0.7, (0, 1, 1): 1.9, (1, 0, 1): -1.1}
k = 0: lowest E = -2.614827 Eh, largest pair gap 1e-10 Eh
k = [0.13, 0.27, 0.41] (2pi/a): E = -2.48944143, -2.48943812 Eh, gap 3.308e-06 Eh
max |E(k) - E(-k)| = 9e-11 Eh
\end{verbatim}
